# Mean Switching Time of a Ferroelectric Capacitor Triggered by Its First Nucleus: test program

```python
"""
Result under test: if a capacitor switches at the earliest of N independent
nucleation times, each with survival probability exp(-(t/tau)^m), then
    mean switching time = tau * Gamma(1 + 1/m) * N^(-1/m)   for every N >= 1.
Symbols: tau = Weibull scale of one site, m = Weibull shape, N = site number.
The formula is compared with integrals over the density of the minimum and
with simulated site times. Effects left out of the model are then sized for
a small ferroelectric capacitor with rough typical parameters.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import gamma, ndtr
from scipy.stats import poisson, weibull_min

rng = np.random.default_rng(12345)
DEVICES = 20000


def mean_formula(shape, sites):
    """Mean switching time in units of tau."""
    return gamma(1 + 1 / shape) * sites ** (-1 / shape)


# Logarithmic time grid: the integrands vanish smoothly at both ends.
log_t = np.linspace(-40, 12, 52001)
t_grid = np.exp(log_t)
d_log = log_t[1] - log_t[0]


def moment_by_quadrature(shape, sites, power):
    """Moment of the minimum from its density N f S^(N-1), with tau = 1."""
    density = (sites * weibull_min.pdf(t_grid, shape)
               * weibull_min.sf(t_grid, shape) ** (sites - 1))
    return np.sum(t_grid ** (power + 1) * density) * d_log


# ---- Mean and relative spread from the definition, and by simulation
site_numbers = [1, 25, 100, 400]
worst_quadrature = 0.0
simulated = {}
for shape in (0.5, 1.0, 2.0, 3.0):
    spread_formula = np.sqrt(gamma(1 + 2 / shape)
                             / gamma(1 + 1 / shape) ** 2 - 1)
    for sites in site_numbers:
        first = moment_by_quadrature(shape, sites, 1)
        second = moment_by_quadrature(shape, sites, 2)
        error = abs(first / mean_formula(shape, sites) - 1)
        worst_quadrature = max(worst_quadrature, error)
        assert error < 1e-7
        assert abs(np.sqrt(second / first**2 - 1) - spread_formula) < 1e-6
        earliest = rng.weibull(shape, (DEVICES, sites)).min(axis=1)
        standard_error = earliest.std() / np.sqrt(DEVICES)
        # five standard errors: sampling noise only
        assert (abs(earliest.mean() - mean_formula(shape, sites))
                < 5 * standard_error)
        simulated[shape, sites] = earliest.mean()

# ---- Example parameters (rough typical or chosen values)
m = 2.0
side_nm, thickness_nm, site_pitch_nm = 100.0, 50.0, 10.0
field_MV_cm, breakdown_MV_cm = 0.2, 1.0
temperature_K, hot_K = 300.0, 358.0
barrier_eV, attempt_ps = 0.48, 1.0
wall_speed_m_s = 1.0
barrier_spread_eV, correlation = 0.02, 0.3
resistance_ohm, pad_pF, permittivity = 50.0, 1.0, 300.0

k_eV = constants.k / constants.e
kT_eV = k_eV * temperature_K
N = int(round((side_nm / site_pitch_nm) ** 2))
tau_us = attempt_ps * 1e-6 * np.exp(barrier_eV / kT_eV)
mean_us = tau_us * mean_formula(m, N)
relative_spread = np.sqrt(gamma(1 + 2 / m) / gamma(1 + 1 / m) ** 2 - 1)
slope_simulated = np.polyfit(
    np.log(site_numbers),
    np.log([simulated[m, n] for n in site_numbers]), 1)[0]
assert abs(slope_simulated + 1 / m) < 0.01

# ---- Growth: mean distance from a random nucleus to the farthest corner
points = (np.arange(400) + 0.5) / 400
px, py = np.meshgrid(points, points)
farthest = np.max([np.hypot(px - cx, py - cy)
                   for cx in (0, 1) for cy in (0, 1)], axis=0).mean()


def growth_us(length_nm):
    return farthest * length_nm * 1e-9 / wall_speed_m_s * 1e6


def waiting_us(length_nm):
    return tau_us * mean_formula(m, (length_nm / site_pitch_nm) ** 2)


crossover_nm = brentq(lambda s: growth_us(s) - waiting_us(s), 10, 1e6)

# ---- Unequal sites: frozen Gaussian spread of barriers
s = barrier_spread_eV / kT_eV
frozen_scales = np.exp(s * rng.standard_normal(N))
draws = (frozen_scales * rng.weibull(m, (DEVICES, N))).min(axis=1)
frozen_mean = gamma(1 + 1 / m) * np.sum(frozen_scales**-m) ** (-1 / m)
assert abs(draws.mean() - frozen_mean) < 5 * draws.std() / np.sqrt(DEVICES)


def disordered_mean(sites, devices):
    """Average over devices of the mean time, in units of tau."""
    inverse = np.exp(-m * s * rng.standard_normal((devices, sites)))
    return gamma(1 + 1 / m) * np.mean(inverse.sum(axis=1) ** (-1 / m))


disorder = {n: disordered_mean(n, DEVICES) for n in (25, N, 400)}
disorder_factor = disorder[N] / mean_formula(m, N)
disorder_slope = np.log(disorder[400] / disorder[25]) / np.log(400 / 25)
limit_factor = np.exp(-m * s**2 / 2)
large_factor = disordered_mean(10000, 400) / mean_formula(m, 10000)
# one percent: finite number of sites and of sampled devices
assert abs(large_factor / limit_factor - 1) < 0.01
assert disorder_slope < -1 / m - 0.01


# ---- Shared influences: equal correlation, unchanged single-site law
def correlated_times(sites):
    shared = rng.standard_normal(DEVICES)
    own = rng.standard_normal((DEVICES, sites)).min(axis=1)
    z = np.sqrt(correlation) * shared + np.sqrt(1 - correlation) * own
    return (-np.log1p(-ndtr(z))) ** (1 / m)


single = correlated_times(1)
assert (abs(single.mean() - gamma(1 + 1 / m))
        < 5 * single.std() / np.sqrt(DEVICES))
correlated = {n: correlated_times(n).mean() for n in (25, N, 400)}
correlated_factor = correlated[N] / mean_formula(m, N)
correlated_slope = (np.log(correlated[400] / correlated[25])
                    / np.log(400 / 25))
assert correlated_factor > 1.05
assert correlated_slope > -1 / m + 0.02


# ---- Two successive steps of equal rate instead of a Weibull site law
def two_step_ratio(sites):
    survival = np.exp(sites * (np.log1p(t_grid) - t_grid))
    mean_time = np.sum(t_grid * survival) * d_log
    return mean_time / (np.sqrt(2) * mean_formula(2.0, sites))


two_step = two_step_ratio(N)
two_step_large = two_step_ratio(10000)
leading = 2 / 3 * np.sqrt(2 / (np.pi * 10000))
# remaining terms are of order 1/N
assert abs(two_step_large - 1 - leading) < 5e-5

# ---- Poisson number of sites, given at least one site
counts = np.arange(1, 500)
weights = poisson.pmf(counts, N)
poisson_factor = (np.sum(weights * counts ** (-1 / m)) / weights.sum()
                  * N ** (1 / m))
assert abs(poisson_factor - 1 - (1 / m) * (1 / m + 1) / (2 * N)) < 2e-4

# ---- Temperature, field, circuit
hot_factor = np.exp(barrier_eV / k_eV * (1 / hot_K - 1 / temperature_K))
field_factor = np.exp(barrier_eV / kT_eV * (1 / 0.99 - 1))
capacitance_F = (constants.epsilon_0 * permittivity
                 * (side_nm * 1e-9) ** 2 / (thickness_nm * 1e-9))
charging_ns = resistance_ohm * (capacitance_F + pad_pF * 1e-12) * 1e9

# ---- Report
print(f"Shape m: {m:.1f}; number of sites N: {N}")
print(f"Side: {side_nm:.0f} nm; thickness: {thickness_nm:.0f} nm")
print(f"Site pitch: {site_pitch_nm:.0f} nm")
print(f"Field: {field_MV_cm:.2f} MV/cm; temperature: {temperature_K:.0f} K")
print(f"Barrier: {barrier_eV:.2f} eV; attempt time: {attempt_ps:.1f} ps")
print(f"Thermal energy kT: {kT_eV:.5f} eV")
print(f"Barrier over kT: {barrier_eV / kT_eV:.3f}")
print(f"Site scale tau: {tau_us:.1f} us")
print(f"Gamma(1+1/m): {gamma(1 + 1 / m):.4f}")
print(f"Scale of the minimum: {tau_us * N ** (-1 / m):.2f} us")
print(f"Mean switching time: {mean_us:.2f} us = {mean_us * 1e-6:.3e} s")
print(f"Relative spread, any N: {relative_spread:.3f}")
print("Side (nm), N, mean by formula (us), mean by simulation (us):")
for n in site_numbers:
    print(f"  {site_pitch_nm * np.sqrt(n):.0f}, {n}, "
          f"{tau_us * mean_formula(m, n):.2f}, "
          f"{tau_us * simulated[m, n]:.2f}")
print(f"Simulated exponent of N: {slope_simulated:.3f}")
print(f"Worst relative error, quadrature: {worst_quadrature:.1e}")
print("Mean at N=400 over mean at N=100, by quadrature:")
for shape in (0.5, 1.0, 2.0, 3.0):
    ratio = (moment_by_quadrature(shape, 400, 1)
             / moment_by_quadrature(shape, 100, 1))
    print(f"  m = {shape:.1f}: {ratio:.4f}")
print("Neglected effects (factors multiply the mean time):")
print(f"Wall speed: {wall_speed_m_s:.1f} m/s")
print(f"Mean farthest-corner distance / side: {farthest:.3f}")
print(f"Growth time, upper bound: {growth_us(side_nm):.3f} us")
print(f"Growth bound / mean time: {100 * growth_us(side_nm) / mean_us:.2f} %")
print(f"Side where growth bound equals waiting: {crossover_nm:.0f} nm")
print(f"Barrier spread: {barrier_spread_eV:.3f} eV; over kT: {s:.3f}")
print(f"Barrier-spread factor at N={N}: {disorder_factor:.2f}")
print(f"Barrier-spread factor, large-N limit: {limit_factor:.3f}")
print(f"Exponent with barrier spread, N=25 to 400: {disorder_slope:.2f}")
print(f"Correlation of underlying normals: {correlation:.1f}")
print(f"Correlation factor at N={N}: {correlated_factor:.2f}")
print(f"Exponent with correlation, N=25 to 400: {correlated_slope:.2f}")
print(f"Two-step site law factor at N={N}: {two_step:.4f}")
print(f"Two-step site law factor at N=10000: {two_step_large:.5f}")
print(f"Poisson site number factor: {poisson_factor:.5f}")
print(f"Factor at {hot_K:.0f} K: {hot_factor:.4f}")
print(f"Mean time at {hot_K:.0f} K: {mean_us * hot_factor:.3f} us")
print(f"Factor for 1 % less field: {field_factor:.3f}")
print(f"Source: {resistance_ohm:.0f} ohm; pad: {pad_pF:.1f} pF; "
      f"relative permittivity: {permittivity:.0f}")
print(f"Circuit charging time: {charging_ns:.4f} ns")
print(f"Rough breakdown field: {breakdown_MV_cm:.1f} MV/cm")
print(f"Field / breakdown field: {field_MV_cm / breakdown_MV_cm:.2f}")
print("all tests passed")
```

Running it gives:

```
Shape m: 2.0; number of sites N: 100
Side: 100 nm; thickness: 50 nm
Site pitch: 10 nm
Field: 0.20 MV/cm; temperature: 300 K
Barrier: 0.48 eV; attempt time: 1.0 ps
Thermal energy kT: 0.02585 eV
Barrier over kT: 18.567
Site scale tau: 115.8 us
Gamma(1+1/m): 0.8862
Scale of the minimum: 11.58 us
Mean switching time: 10.26 us = 1.026e-05 s
Relative spread, any N: 0.523
Side (nm), N, mean by formula (us), mean by simulation (us):
  10, 1, 102.61, 102.61
  50, 25, 20.52, 20.54
  100, 100, 10.26, 10.28
  200, 400, 5.13, 5.15
Simulated exponent of N: -0.500
Worst relative error, quadrature: 2.3e-12
Mean at N=400 over mean at N=100, by quadrature:
  m = 0.5: 0.0625
  m = 1.0: 0.2500
  m = 2.0: 0.5000
  m = 3.0: 0.6300
Neglected effects (factors multiply the mean time):
Wall speed: 1.0 m/s
Mean farthest-corner distance / side: 1.070
Growth time, upper bound: 0.107 us
Growth bound / mean time: 1.04 %
Side where growth bound equals waiting: 979 nm
Barrier spread: 0.020 eV; over kT: 0.774
Barrier-spread factor at N=100: 0.56
Barrier-spread factor, large-N limit: 0.550
Exponent with barrier spread, N=25 to 400: -0.53
Correlation of underlying normals: 0.3
Correlation factor at N=100: 1.86
Exponent with correlation, N=25 to 400: -0.33
Two-step site law factor at N=100: 1.0540
Two-step site law factor at N=10000: 1.00533
Poisson site number factor: 1.00380
Factor at 358 K: 0.0494
Mean time at 358 K: 0.507 us
Factor for 1 % less field: 1.206
Source: 50 ohm; pad: 1.0 pF; relative permittivity: 300
Circuit charging time: 0.0500 ns
Rough breakdown field: 1.0 MV/cm
Field / breakdown field: 0.20
all tests passed
```
